# Scalar two-body operators in an atomic shell beyond the Slater integrals, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: the terms of two electrons

Before term energies of an open shell are fitted, one must decide how many electron-electron parameters to admit. With too few, part of the effective interaction has nowhere to go: it remains as a residual of the fit and, depending on the weighting, may also distort the fitted Slater integrals. With too many, some parameters are redundant and the fit cannot fix them separately. For a $d$ shell the Slater integrals supply three parameters, and the question is whether a fourth, a fifth or a sixth has any independent meaning. The answer for a shell $l^N$ with $l\ge1$ and $2\le N\le4l$ is this: there are $2l+1$ independent scalar two-body operators, the Slater integrals multiply $l+1$ of them, and the other $l$ are scalar products of one-electron tensors of odd rank.

### The operators that are counted

The shell has orbital angular momentum $l\ge1$ and one fixed radial function. A two-body operator is $V=\sum_{i<j}v_{ij}$, with the same Hermitian $v$ for every pair. It is called scalar here if it commutes with the total spin $\mathbf S$ and, separately, with the total orbital momentum $\mathbf L$. Spin-orbit and spin-spin interactions, which conserve only $\mathbf J=\mathbf L+\mathbf S$, are therefore excluded.

In second quantization $V$ is fixed by its matrix elements between antisymmetric pair states. Two operators that agree on $l^2$ thus agree on $l^N$ for every $N$, and the first task is to count scalar operators on $l^2$.

Two orbital momenta $l$ couple to $L=0,1,\dots,2l$, each once. Exchanging the two electrons multiplies the coupled orbital state by $(-1)^{2l-L}=(-1)^L$, which is the exchange symmetry of the coupling coefficients. The spin state is antisymmetric for $S=0$ and symmetric for $S=1$. Since the product must be antisymmetric, even $L$ goes with $S=0$ and odd $L$ with $S=1$. The shell $l^2$ has $2l+1$ terms, all with different $L$.

A scalar operator cannot connect different terms, and within one term, which is irreducible under the two rotation groups, it is a number by Schur's lemma. Hence

$$V=\sum_{L=0}^{2l}E_L P_L \qquad (N=2),$$

where $P_L$ projects on the term $L$ and $E_L$ is real because $V$ is Hermitian. Every choice of the $E_L$ is allowed, so the space has dimension $2l+1$. This includes the operator with all $E_L$ equal, which in $l^N$ is a constant times the number of pairs $N(N-1)/2$.

### A basis made of one-electron tensors

Let $u^k_q$ be the one-electron tensor of rank $k$ with unit reduced matrix element. It acts on the orbital variables only:

$$\langle m|u^k_q|m'\rangle=(-1)^{l-m}\begin{pmatrix}l&k&l\\-m&q&m'\end{pmatrix},\qquad k=0,\dots,2l .$$

These elements are real. Interchanging the outer columns of a $3j$ symbol gives $(-1)^{2l+k}$, and so does reversing all its projections. Doing both therefore leaves it unchanged, and

$$(u^k_q)^\dagger=(-1)^q u^k_{-q}.$$

The orthogonality of $3j$ symbols, summed over $m$ and $m'$, gives

$$\mathrm{Tr}\left[(u^k_q)^\dagger u^{k'}_{q'}\right]=\frac{\delta_{kk'}\delta_{qq'}}{2k+1}.\tag{1}$$

The scalar products and their sums over pairs are

$$u^k(1)\cdot u^k(2)=\sum_q(-1)^q u^k_q(1)u^k_{-q}(2),\qquad U_k=\sum_{i<j}u^k(i)\cdot u^k(j).$$

Let $e_k(L)$ be the eigenvalue of $u^k(1)\cdot u^k(2)$ on the coupled state $L$. To see that the $2l+1$ lists $e_k(L)$ are independent, evaluate one trace in two ways. The trace runs over all $(2l+1)^2$ orbital product states, without antisymmetry, where each $L$ occurs once with $2L+1$ states. The operator does not act on spin, so its eigenvalues there are the same as in $l^2$. By the adjoint relation, $u^k(1)\cdot u^k(2)=\sum_q u^k_q(1)\,[u^k_q(2)]^\dagger$. One of the two factors in the trace is replaced by its own adjoint, which changes nothing because it is Hermitian, and (1) gives

$$\sum_L(2L+1)e_k(L)e_{k'}(L)=\sum_{qq'}\left|\mathrm{Tr}\left[(u^{k}_{q})^\dagger u^{k'}_{q'}\right]\right|^2=\frac{\delta_{kk'}}{2k+1}.\tag{2}$$

The last step uses the $2k+1$ values of $q$, each contributing $(2k+1)^{-2}$. The $2l+1$ lists are orthogonal with weight $2L+1$, and none is zero. They therefore form a basis for lists of $2l+1$ term energies, and

$$V=\sum_{k=0}^{2l}c_kU_k,\qquad c_k=(2k+1)\sum_L(2L+1)e_k(L)E_L.\tag{3}$$

The eigenvalue itself is a sum over all projections of four $3j$ symbols, two from the coupled states and two from the tensors. Such a sum defines a $6j$ symbol, and collecting the phases gives

$$e_k(L)=(-1)^L\begin{Bmatrix}l&l&L\\l&l&k\end{Bmatrix}.\tag{4}$$

The numerical tests compare (4) with explicit two-electron determinants for $l=1,2,3$. They also find the dimensions 3 and 5, for $l=1$ and $2$, directly from the requirement that an operator commute with $\mathbf L$ and $\mathbf S$.

### What a Coulomb interaction can reach

The Coulomb repulsion has the multipole expansion

$$\frac1{r_{12}}=\sum_k\frac{r_<^k}{r_>^{k+1}}\,C^k(1)\cdot C^k(2),$$

where $C^k_q$ is the spherical harmonic $Y_{kq}$ multiplied by $\sqrt{4\pi/(2k+1)}$. Within the shell the radial factor becomes the Slater integral $F^k$, and $C^k$ becomes $\langle l\|C^k\|l\rangle u^k$, where

$$\langle l\|C^k\|l\rangle=(-1)^l(2l+1)\begin{pmatrix}l&k&l\\0&0&0\end{pmatrix}.$$

Reversing the projections leaves this $3j$ symbol as it stands but must multiply it by $(-1)^{2l+k}$, so it vanishes for odd $k$. This is parity: a product of two orbitals of the same $l$ is even under inversion.

For even $k\le2l$ the symbol does not vanish. To show this, consider the densities $|Y_{lm}|^2$ for $m=0,\dots,l$. As functions of $x=\cos\theta$ they are even polynomials of degree $2l$, proportional to $(1-x^2)^m[d^mP_l/dx^m]^2$. The bracket is nonzero at $x=1$, so each density has a zero of different order there, and the $l+1$ densities are linearly independent. The even polynomials of degree at most $2l$ form a space of dimension $l+1$, which the densities must span. If $\langle l\|C^k\|l\rangle$ were zero for some even $k\le2l$, the Legendre polynomial $P_k$ would be orthogonal to all these densities and hence to itself, which is impossible.

The Coulomb interaction in the shell is therefore

$$V_{\rm C}=\sum_{k=0,2,\dots,2l}F^k\langle l\|C^k\|l\rangle^2\,U_k,\tag{5}$$

with exactly $l+1$ independent operators. The radial form $1/r_{12}$ played no part in the angular argument. Any local, spin-independent interaction that depends on $r_1$, $r_2$ and the angle $\omega$ between the electrons has the same restriction. As a test, the angular function $e^{\cos\omega}$ was integrated over both spheres for $d^2$. Its Legendre coefficient of rank 1 is 1.1036, nearly as large as the 1.1752 of rank 0, yet the coefficients $c_1$ and $c_3$ in the shell vanish.

### The restriction as sum rules

By (3), a purely Slater spectrum of $l^2$ obeys $l$ linear relations, $c_k=0$ for odd $k$. For $k=1$ they need no table. The tensor $u^1$ is proportional to $\boldsymbol\ell$. A one-electron scalar $u^k\cdot u^k$ is a number, which by (1) has trace 1 and hence the value $1/(2l+1)$, while $\boldsymbol\ell^2=l(l+1)$. It follows that $\boldsymbol\ell_1\cdot\boldsymbol\ell_2=l(l+1)(2l+1)\,u^1(1)\cdot u^1(2)$, and so

$$e_1(L)=\frac{L(L+1)-2l(l+1)}{2l(l+1)(2l+1)}.$$

For $p^2$ the numerators are $-4,-2,2$ for $L=0,1,2$. With the weights $1,3,5$ the relation $c_1=0$ becomes $-2E_S-3E_P+5E_D=0$, or

$$\frac{E({}^1S)-E({}^1D)}{E({}^1D)-E({}^3P)}=\frac32 .$$

A $p^2$ spectrum with another ratio cannot be reproduced by any choice of $F^0$ and $F^2$.

For $d^2$, $60\,e_1=(-12,-10,-6,0,8)$ and, from (4), $70\,e_3=(-14,0,8,-5,1)$ for $L=0,\dots,4$. The two relations are

$$-2E_S-5E_P-5E_D+12E_G=0,\qquad -14E_S+40E_D-35E_F+9E_G=0.\tag{6}$$

### A model $d^2$ spectrum

Take $F^2=60000$ and $F^4=40000\ \mathrm{cm^{-1}}$, with the common shift $F^0$ set to zero. These are round model values. Both squared reduced elements are $\langle d\|C^k\|d\rangle^2=10/7\approx1.4286$. For ${}^1S$, $e_2=e_4=0.2$, so

$$E({}^1S)=\tfrac{10}{7}\,(0.2\times60000+0.2\times40000)=28571\ \mathrm{cm^{-1}}.$$

The other terms follow in the same way and are listed below. They satisfy (6) to rounding.

Now let the pair $d^2$ be excited virtually to an empty $p$ shell, $d^2\to p^2$, at a common energy cost $\Delta=300000\ \mathrm{cm^{-1}}$. The sum over projections that led to (4), with $p$ states on one side, gives the coupling

$$X_L=(-1)^{L+1}\sum_{k=1,3}R^k\langle d\|C^k\|p\rangle^2\begin{Bmatrix}2&2&L\\1&1&k\end{Bmatrix}.$$

Here $R^k$ are the radial integrals between $d^2$ and $p^2$, taken as $R^1=40000$ and $R^3=25000\ \mathrm{cm^{-1}}$. The squared reduced elements are 2 and 1.2857. For $L=0$ both $6j$ symbols equal $1/\sqrt{15}$, hence

$$X_0=-\frac{2\times40000+1.2857\times25000}{\sqrt{15}}=-28955\ \mathrm{cm^{-1}}.$$

To second order the term is lowered by $X_0^2/\Delta=2795\ \mathrm{cm^{-1}}$. The largest ratio $|X_L|/\Delta$ is about 0.1. Solving the two-level problem exactly at the common gap gives a lowering of $2769\ \mathrm{cm^{-1}}$, so second order is good to about 1% within this model. The common gap is the coarser assumption. If $p^2$ is placed at $\Delta$ above the zero of the Slater energies, so that each $d^2$ term has its own gap, ${}^1S$ is lowered by $3054\ \mathrm{cm^{-1}}$ and the coefficient $c_3$ found below rises from 1438 to about $1810\ \mathrm{cm^{-1}}$. Since $p^2$ has no $F$ or $G$ term, ${}^3F$ and ${}^1G$ do not move.

| Term | Slater | Shift | Odd part |
|---|---:|---:|---:|
| ${}^1S$ | 28571 | −2795 | −980 |
| ${}^3P$ | 952 | −572 | −577 |
| ${}^1D$ | −408 | −619 | −182 |
| ${}^3F$ | −10612 | 0 | −103 |
| ${}^1G$ | 4989 | 0 | 482 |

All entries are in $\mathrm{cm^{-1}}$. The odd part is $c_1e_1(L)+c_3e_3(L)$, with coefficients obtained from the shifts through (3):

$$c_1=\frac{12\times2794.67+30\times571.77+30\times618.62}{20}\approx3462,\qquad c_3=\frac{14\times2794.67-40\times618.62}{10}\approx1438\ \mathrm{cm^{-1}}.$$

Neither is zero, although the underlying interaction is a Coulomb repulsion. The restriction to even $k$ holds for first-order energies in the shell, but it need not survive when excited configurations are folded into an effective operator.

The odd part has a direct meaning for a fit. Suppose $F^0$, $F^2$ and $F^4$ are adjusted to the shifted spectrum by least squares with weight $2L+1$ for each term. By (2) the odd lists are orthogonal to the even ones, so the adjustment absorbs the whole even part and leaves precisely the last column as energy minus fit. The unshifted ${}^1G$ is then missed by $482\ \mathrm{cm^{-1}}$: the fit has spread an error that arose in the lower $L$ over all the terms. Another weighting will in general leave another residual, but no choice of the three parameters would remove it, because (6) would still be violated.

## Second derivation: tensors, exchange and determinants

The symbols carried over are these. The tensors $u^k_q$, $k=0,\dots,2l$, have unit reduced matrix elements, real matrices, the adjoint $(u^k_q)^\dagger=(-1)^qu^k_{-q}$ and the trace orthogonality (1). The pair sums are $U_k=\sum_{i<j}u^k(i)\cdot u^k(j)$. The Coulomb interaction within the shell contains $U_k$ with even $k$ only, and each even $k\le2l$ does occur. The model $d$ shell has $F^2=60000$, $F^4=40000$ and, from virtual excitation to $p^2$, $c_1=3462$ and $c_3=1438$, all in $\mathrm{cm^{-1}}$. The count is now obtained again without using the terms of $l^2$.

### From all pair operators to $2l+1$

By (1) the $u^k_q$ are orthogonal. Their number is $\sum_k(2k+1)=(2l+1)^2$, so they span all orbital matrices of one electron. An orbital operator of two electrons is a combination of products $u^k_q(1)u^{k'}_{q'}(2)$. Two ranks couple to zero only if $k=k'$, and then in one way, so the orbital scalars are combinations of $u^k(1)\cdot u^k(2)$. In the same way, the spin scalars of two spins one-half are combinations of $1$ and $\mathbf s_1\cdot\mathbf s_2$. A scalar pair operator thus has the form

$$v=\sum_k\left(a_k+b_k\,\mathbf s_1\cdot\mathbf s_2\right)u^k(1)\cdot u^k(2),$$

with $2(2l+1)$ coefficients. Antisymmetry removes half of them. Let $X$ exchange the orbital states of the two electrons. Its expansion follows from the adjoint relation and the completeness of the $3j$ symbols:

$$\sum_{kq}(2k+1)\langle m_1|u^k_q|m_3\rangle\langle m_4|u^k_q|m_2\rangle=\delta_{m_1m_4}\delta_{m_2m_3},$$

that is,

$$X=\sum_k(2k+1)\,u^k(1)\cdot u^k(2).\tag{7}$$

Spin exchange is $\tfrac12+2\mathbf s_1\cdot\mathbf s_2$, which equals $+1$ for the triplet and $-1$ for the singlet. On antisymmetric states the product of the two exchanges is $-1$. Since $X^2=1$, this gives

$$\mathbf s_1\cdot\mathbf s_2=-\tfrac14-\tfrac12X.\tag{8}$$

Every spin factor can be replaced by an orbital scalar. The product of $X$ with $u^k(1)\cdot u^k(2)$ is again an orbital scalar and can be expanded again. Hence $V=\sum_kc_kU_k$, with at most $2l+1$ coefficients.

Both derivations now show that every scalar two-body operator of the shell is a combination of the $U_k$ with at most $2l+1$ coefficients, of which the Slater integrals supply only those with even $k$. It remains to find for which $N$ the $U_k$ are independent on $l^N$, and to identify what the missing odd-rank operators represent.

Numbers in the example were calculated in double precision.
